# Binding Energy and Bohr Radius of the Gallium Arsenide Exciton

## Question

A photon absorbed across the direct gap of gallium arsenide lifts an electron into the conduction band and leaves a hole in the valence band. The two carriers attract each other and can form a bound pair, an exciton.

Use the effective-mass model. Each carrier moves as a free particle with the constant, isotropic mass of its band edge, and the crystal weakens the Coulomb attraction by the static relative permittivity $\varepsilon$. The data are the reduced mass $\mu=0.058$, in units of the free-electron mass $m_0$, and $\varepsilon=12.9$.

Work in Rydberg atomic units: energies in Ry, lengths in the hydrogen Bohr radius $a_0$, masses in $m_0$. In these units $\hbar^2/(2m_0)=1$ and $e^2/(4\pi\varepsilon_0)=2$. The zero of energy is an electron and a hole at rest at their band edges, far apart. For conversion, $1\ \text{Ry}=13.6057$ eV and $a_0=0.052918$ nm.

## Part (a): one mass instead of two

**Write down the Hamiltonian of the pair and separate the motion of its centre of mass. Explain why the reduced mass is enough to find the binding energy.**

*Model answer.* Let the electron have mass $m_e$ and position $\mathbf r_e$, and the hole mass $m_h$ and position $\mathbf r_h$. The kinetic energy operator of a particle of mass $m\,m_0$ is $-\hbar^2\nabla^2/(2m\,m_0)$, which is $-\nabla^2/m$ in the chosen units. The charges are opposite, so the potential energy is negative:

$$H=-\frac{1}{m_e}\nabla_e^2-\frac{1}{m_h}\nabla_h^2-\frac{2}{\varepsilon\,|\mathbf r_e-\mathbf r_h|}.$$

Introduce the total mass $M=m_e+m_h$, the centre of mass $\mathbf R=(m_e\mathbf r_e+m_h\mathbf r_h)/M$ and the separation $\mathbf r=\mathbf r_e-\mathbf r_h$. The chain rule gives

$$\nabla_e=\frac{m_e}{M}\nabla_R+\nabla_r,\qquad \nabla_h=\frac{m_h}{M}\nabla_R-\nabla_r.$$

The minus sign arises because $\mathbf r$ decreases when $\mathbf r_h$ increases. Squaring and dividing by the masses,

$$\frac{1}{m_e}\nabla_e^2=\frac{m_e}{M^2}\nabla_R^2+\frac{2}{M}\nabla_R\!\cdot\!\nabla_r+\frac{1}{m_e}\nabla_r^2,$$

$$\frac{1}{m_h}\nabla_h^2=\frac{m_h}{M^2}\nabla_R^2-\frac{2}{M}\nabla_R\!\cdot\!\nabla_r+\frac{1}{m_h}\nabla_r^2.$$

In the sum the mixed terms cancel, and $(m_e+m_h)/M^2=1/M$. Hence

$$H=-\frac{1}{M}\nabla_R^2-\frac{1}{\mu}\nabla_r^2-\frac{2}{\varepsilon r},\qquad \frac1\mu=\frac1{m_e}+\frac1{m_h}.$$

The potential does not depend on $\mathbf R$, so there are solutions of the form $e^{i\mathbf K\cdot\mathbf R}\psi(\mathbf r)$. The first term then contributes the kinetic energy $K^2/M$ of the exciton as a whole. What remains is the internal problem

$$-\frac{1}{\mu}\nabla^2\psi-\frac{2}{\varepsilon r}\psi=E\psi .$$

It contains $\mu$ but neither mass separately. The binding energy is the energy needed to take a pair at rest apart into two carriers at rest, so it is $E_b=-E$ for the lowest internal state.

## Part (b): the ground state

**Let $\psi$ be normalized and let $a$ be a positive length. Starting from the fact that**

$$\int\left|\nabla\psi+\frac{\hat{\mathbf r}}{a}\psi\right|^2d^3r\ \ge 0,$$

**find the lowest internal energy, the wavefunction that has it, and the exciton Bohr radius.**

*Model answer.* Expanding the square gives three terms:

$$\int|\nabla\psi|^2d^3r+\frac1a\int\hat{\mathbf r}\cdot\nabla|\psi|^2\,d^3r+\frac{1}{a^2}\ \ge 0.$$

The middle term uses $\psi^*\nabla\psi+\psi\nabla\psi^*=\nabla|\psi|^2$, and the last uses $|\hat{\mathbf r}|=1$ and the normalization. Integrate the middle term by parts. The surface term at infinity vanishes for a bound state. A small sphere around the origin contributes nothing either, because its area shrinks to zero while $\psi$ stays finite. The divergence needed is

$$\nabla\cdot\hat{\mathbf r}=\nabla\cdot\frac{\mathbf r}{r}=\frac3r-\frac{\mathbf r\cdot\mathbf r}{r^3}=\frac2r .$$

The middle term is therefore $-(2/a)\langle 1/r\rangle$. Dividing the inequality by $\mu$ and moving the constant to the right,

$$\frac1\mu\int|\nabla\psi|^2d^3r-\frac{2}{\mu a}\left\langle\frac1r\right\rangle\ \ge\ -\frac{1}{\mu a^2}.$$

The first term is the mean kinetic energy, since $-\int\psi^*\nabla^2\psi\,d^3r=\int|\nabla\psi|^2d^3r$. The second becomes the mean potential energy $-(2/\varepsilon)\langle1/r\rangle$ if $\mu a=\varepsilon$. The length $a$ was free, so this choice is allowed:

$$a=\frac{\varepsilon}{\mu}\ (\text{in }a_0),\qquad \langle H\rangle\ \ge\ -\frac{1}{\mu a^2}=-\frac{\mu}{\varepsilon^2}\ (\text{in Ry}).$$

No bound state can have a lower energy. The limit is reached if the squared quantity vanishes everywhere, that is, if $\nabla\psi=-\hat{\mathbf r}\psi/a$. This gradient has no component across $\hat{\mathbf r}$, so $\psi$ depends on $r$ alone. Along $\hat{\mathbf r}$ it gives $d\psi/dr=-\psi/a$, hence $\psi\propto e^{-r/a}$.

Substitution confirms that this is a solution. For a function of $r$ alone, $\nabla^2\psi=\psi''+2\psi'/r=\left(1/a^2-2/(ar)\right)\psi$, so

$$-\frac1\mu\nabla^2\psi-\frac{2}{\varepsilon r}\psi=\left[-\frac{1}{\mu a^2}+\frac2r\left(\frac{1}{\mu a}-\frac1\varepsilon\right)\right]\psi .$$

The bracketed difference is zero for $a=\varepsilon/\mu$. The results are

$$E_b=\frac{\mu}{\varepsilon^2}\ \text{Ry},\qquad a=\frac{\varepsilon}{\mu}\,a_0 .$$

The exciton Bohr radius $a$ is the decay length of the wavefunction. Physically, it is set by a competition. Confining the pair to a smaller region lowers the potential energy in proportion to the inverse size, but raises the kinetic energy in proportion to the inverse square. A light pair has a high kinetic cost and a screened pair has a weak attraction, and both make the exciton larger.

## Part (c): the numbers

**Evaluate the binding energy and the Bohr radius. How many digits do the data support, and which factor makes the binding so much weaker than in hydrogen?**

*Model answer.* With $\varepsilon^2=166.41$,

$$E_b=\frac{0.058}{166.41}\ \text{Ry}=3.485\times10^{-4}\ \text{Ry},$$

and multiplication by 13.6057 eV gives $E_b=4.74$ meV. The radius is

$$a=\frac{12.9}{0.058}\,a_0=222.4\,a_0,$$

and multiplication by 0.052918 nm gives $a=11.8$ nm.

The reduced mass is given to the nearest 0.001, so rounding may have changed it by up to 0.0005, or 0.9% of its value. For the permittivity the corresponding figure is 0.05, or 0.4%. The energy is proportional to $\mu\varepsilon^{-2}$, so in the worst case its relative change is about $0.9\%+2\times0.4\%=1.7\%$. The radius changes by at most about $0.9\%+0.4\%=1.3\%$. A third digit is therefore not supported, and even the second digit of the energy may be off by one. Rounded to two digits, the results are

$$E_b\approx4.7\ \text{meV},\qquad a\approx12\ \text{nm}.$$

These percentages describe the rounding of the data. They say nothing about the error of the model, which is discussed in part (f).

The Rydberg energy is 2869 times the binding energy. This factor is a product: $1/\mu\approx17$ comes from the small mass and $\varepsilon^2\approx166$ from screening. Screening has the larger effect because it acts twice. It weakens the attraction at a given distance, and it also lets the pair spread to larger distances.

In an absorption spectrum, a pair created in this state with negligible centre-of-mass kinetic energy requires a photon energy $E_g-E_b$, where $E_g$ is the band gap. The model thus places the lowest exciton line about 4.7 meV below the gap.

## Part (d): what the radius means

**Find the most probable separation, the mean separation, and the mean potential and kinetic energies. What is the probability that the separation exceeds $a$?**

*Model answer.* All the integrals follow from

$$\int_0^\infty r^n e^{-2r/a}\,dr=n!\left(\frac a2\right)^{n+1}.$$

For $n=2$ this is $a^3/4$, so $\int e^{-2r/a}d^3r=4\pi\,a^3/4=\pi a^3$. The probability per unit length of finding the separation $r$ is

$$P(r)=\frac{4\pi r^2e^{-2r/a}}{\pi a^3}=\frac{4r^2}{a^3}e^{-2r/a}.$$

Its maximum follows from $d(\ln P)/dr=2/r-2/a=0$, which gives $r=a$. The Bohr radius is thus also the most probable separation. The mean separation is larger, because the distribution has a long tail:

$$\langle r\rangle=\frac{4}{a^3}\,3!\left(\frac a2\right)^4=\frac{3a}{2}=333.6\,a_0 .$$

The mean inverse separation is

$$\left\langle\frac1r\right\rangle=\frac4{a^3}\,1!\left(\frac a2\right)^2=\frac1a .$$

The mean potential energy is therefore $-2/(\varepsilon a)=-2\mu/\varepsilon^2=-2E_b$. The total is $-E_b$, so the mean kinetic energy is $+E_b$. Half of the energy gained from the attraction is spent on confinement.

For the last question, set $x=2r/a$. Then $P(r)\,dr=\tfrac12x^2e^{-x}dx$, and

$$\int_2^\infty\frac{x^2}{2}e^{-x}dx=\left[-\left(\frac{x^2}{2}+x+1\right)e^{-x}\right]_2^\infty=5e^{-2}\approx0.68 .$$

The separation exceeds $a$ about two thirds of the time, so $a$ is a scale of size and not an outer edge.

A direct solution of the radial equation on a grid with a step of $1.0\,a_0$ uses none of these formulas. It gives a binding energy of $3.4853\times10^{-4}$ Ry, against $3.4854\times10^{-4}$ Ry from part (b). The distribution peaks at the grid point $222\,a_0$, and the mean separation is $333.6\,a_0$. The mean potential and kinetic energies are $-6.971\times10^{-4}$ Ry and $3.485\times10^{-4}$ Ry, in the expected ratio of $-2$. The values are listed in the numerical output.

## Part (e): a trial state of the wrong shape

**Consider the lopsided trial function $\psi=(1+z/2b)\,e^{-r^2/2b^2}$ with $b=150\,a_0$. Calculate its mean energy. Is the result compatible with part (b), and how does its sign depend on the width and on the shape?**

*Model answer.* Measure lengths in units of $b$, with $s=r/b$ and $\zeta=z/b$. Let an overline denote the average over all space with weight $e^{-s^2}$. The integrals $I_n=\int_0^\infty s^ne^{-s^2}ds$ obey $I_{n+2}=\tfrac{n+1}{2}I_n$ (integration by parts), with $I_0=\sqrt\pi/2$ and $I_1=1/2$. The volume element supplies a factor $s^2$, so $\overline{s^n}=I_{n+2}/I_2$, and

$$\overline{s^2}=\frac32,\qquad \overline{s^4}=\frac{15}{4},\qquad \overline{s}=\overline{s^{-1}}=\frac{2}{\sqrt\pi}.$$

Terms odd in $\zeta$ average to zero, and $\zeta^2$ may be replaced by $s^2/3$. The norm is then

$$N=\overline{(1+\zeta/2)^2}=1+\frac{\overline{s^2}}{12}=\frac98 .$$

The gradient, in units of $1/b$, is $[\hat{\mathbf z}/2-\mathbf s(1+\zeta/2)]e^{-s^2/2}$. Its averaged square is

$$\frac14-\overline{\zeta\left(1+\frac\zeta2\right)}+\overline{s^2\left(1+\frac\zeta2\right)^2}=\frac14-\frac{\overline{s^2}}6+\overline{s^2}+\frac{\overline{s^4}}{12}=\frac{29}{16}.$$

Division by $N$ gives $29/18\approx1.611$. For the potential energy,

$$\frac1N\,\overline{\frac1s\left(1+\frac\zeta2\right)^2}=\frac89\left(\overline{s^{-1}}+\frac{\overline{s}}{12}\right)=\frac{52}{27\sqrt\pi}\approx1.087 .$$

The mean energy is therefore

$$\langle H\rangle=\frac{1.611}{\mu b^2}-\frac{2\times1.087}{\varepsilon b}=E_b\left(\frac{1.611}{x^2}-\frac{2.173}{x}\right),\qquad x=\frac ba .$$

The second form uses $1/(\mu a^2)=1/(\varepsilon a)=E_b$. For $b=150\,a_0$, $x=0.674$ and the bracket is $0.32$, so $\langle H\rangle=1.1\times10^{-4}$ Ry. This is positive. It is compatible with part (b), which requires only that the energy not lie below $-E_b$.

The sign depends on both the width and the shape. For this shape the bracket is positive for $x<1.611/2.173=0.74$, where the kinetic cost of confinement outweighs the attraction. Now keep $b=150\,a_0$ but drop the term $z/2b$. The averaged squared gradient is then $\overline{s^2}=3/2$ and the mean inverse separation is $\overline{s^{-1}}=2/\sqrt\pi$, so the bracket becomes $1.5/x^2-2.257/x=-0.05$. The round Gaussian of this width thus has a slightly negative energy. The lopsided term raises the kinetic energy and slightly weakens the attraction, which is enough to make the sum positive.

Widening the function also changes the sign. With the original lopsided shape, the lowest energy occurs at $x=2\times1.611/2.173=1.48$ and equals

$$-\frac{2.173^2}{4\times1.611}E_b=-0.73\,E_b .$$

A wider state of this shape thus has a negative mean energy, though not as low as that of the ground state. The remaining difference is due to the shape, since no choice of $b$ turns this function into $e^{-r/a}$.

## Part (f): does the model apply?

**Take a lattice constant of roughly 0.57 nm and a longitudinal optical phonon energy of roughly 36 meV. Judge the use of band-edge masses and of the static permittivity. Then compare the binding with the thermal energy at 300 K, and state when the formulas would fail.**

*Model answer.* The Bohr radius is about 21 lattice constants. The lattice is face-centred cubic, with four primitive cells per cube, so a sphere of radius $a$ contains about $1.5\times10^5$ primitive cells. On this scale a continuum permittivity is reasonable.

The same ratio supports the constant masses. A state of size $a$ is built mainly from wavevectors up to about $1/a$. Relative to $2\pi$ divided by the lattice constant, this is $1/(2\pi\times21)$, or about 0.8%. The pair samples a small region around the band edge, where a parabola is a good first approximation.

The static permittivity includes the displacement of the ions. It is appropriate if the ions can follow the internal motion of the pair, whose frequency scale is $E_b/\hbar$. The ratio of the binding energy to the phonon energy is about 0.13, so the internal motion is slow compared with the lattice vibration. The ratio is small but not negligible, and a correction from the finite response time of the lattice should be expected.

At 300 K, $kT=25.85$ meV, about 5.5 times the binding energy. Thermal energy is ample to separate a pair. This comparison alone does not give the fraction of pairs that are bound, which also depends on the carrier density. Nor does it decide whether an exciton line is visible, which depends on the line's width.

Of the following cases, the first three check the formulas and show their trends, and the last two show where they fail:

- For $\mu=\varepsilon=1$ they give 1 Ry and $1\,a_0$, the hydrogen atom with a fixed nucleus.
- If the hole is very heavy, $\mu\to m_e$, and the electron moves around a nearly fixed charge.
- If $\varepsilon$ grows at fixed $\mu$, the binding energy falls as $\varepsilon^{-2}$ and the radius grows as $\varepsilon$.
- If $\varepsilon$ is small or $\mu$ large, the radius shrinks towards the lattice constant. For the lattice constant used here, $a$ would equal it at $\varepsilon/\mu=0.57/0.052918\approx11$, against 222 for the given data. Near that value neither a continuum permittivity nor a band-edge mass has a clear meaning.
- If the binding energy approaches the phonon energy, the ions no longer follow fully. Screening is then weaker than the static value implies, and no single constant $\varepsilon$ describes it.

Even within its range the model leaves some effects out. The valence band of gallium arsenide is degenerate at its edge and not isotropic, so a single hole mass is only a stand-in, and the choice matters. With an electron mass of 0.067, $\mu=0.058$ corresponds to a hole mass of about 0.43, close to the heavy-hole value. A spherical model that couples the heavy- and light-hole bands gives an effective reduced mass nearer 0.048. At $\varepsilon=12.9$ this lowers the binding to about 3.9 meV, a shift of some 17%, far larger than the rounding error of part (c). With the smaller low-temperature permittivity, near 12.4, the same model gives 4.2 to 4.3 meV, close to the measured binding of about 4.2 meV. Exchange between electron and hole and the short-range part of their interaction are also absent. The values 4.7 meV and 12 nm are therefore results of the effective-mass model for the given data, not measured properties of the crystal.

## Calculated quantities

```
Reduced mass: 0.058 electron masses
Static relative permittivity: 12.9 (dimensionless)
Permittivity squared: 166.41 (dimensionless)
Rydberg energy: 13.6057 eV
Hydrogen Bohr radius a0: 0.052918 nm
Binding energy, formula: 3.4854e-04 Ry
Binding energy, formula: 4.742 meV
Exciton Bohr radius, formula: 222.41 a0
Exciton Bohr radius, formula: 11.77 nm
Binding energy, grid: 3.4853e-04 Ry
Grid step: 1.0 a0
Most probable separation, grid: 222 a0
Mean separation, formula: 333.6 a0
Mean separation, grid: 333.6 a0
Mean potential energy, grid: -6.971e-04 Ry
Mean kinetic energy, grid: 3.485e-04 Ry
Trial-function energy: 1.115e-04 Ry
Rydberg / binding energy: 2869 (dimensionless)
Lattice constant, rough input: 0.57 nm
Bohr radius / lattice constant: 21 (rough)
Primitive cells in sphere of radius a: 1.5e+05 (rough)
Optical phonon energy, rough input: 36 meV
Binding / phonon energy: 0.13 (rough)
Thermal energy kT at 300 K: 25.85 meV
kT at 300 K / binding energy: 5.5
```
